# Thickness dependence of direct tunnelling leakage fixes mass times barrier

The slope of the logarithm of low-bias direct tunnelling leakage against film thickness does not determine the barrier height. For an opaque barrier with a parabolic tunnelling mass \(m\) and height \(\varphi\), the slope fixes the decay constant \(\kappa=\sqrt{2m\varphi}/\hbar\), and hence the product \(m\varphi\). A second quantity, the rate at which the logarithm of the transmission \(T\) changes with electron energy, contains \(m/\kappa\) and separates the two. With

\[
S=-\frac{\partial\ln T}{\partial t},\qquad D=\frac{\partial^2\ln T}{\partial t\,\partial\varepsilon},
\]

the result is

\[
\varphi=\frac{S}{2D},\qquad m=\frac{\hbar^2SD}{4}.
\]

Here \(t\) is the film thickness and \(\varepsilon\) the electron energy measured from the Fermi level. The height \(\varphi\) is also measured from the Fermi level, and both derivatives are taken at \(\varepsilon=0\) with the barrier held fixed.

## A counter-example: three films with one slope

Take three films between identical metal electrodes. Their barriers and masses, in units of the free-electron mass \(m_0\), are

| Film | \(\varphi\) (eV) | \(m/m_0\) |
|---|---|---|
| X | 2.0 | 0.20 |
| Y | 1.6 | 0.25 |
| Z | 2.5 | 0.16 |

The product is 0.40 eV in each case. Since \(2m_0/\hbar^2=26.247\ \mathrm{eV^{-1}nm^{-2}}\), all three have

\[
\kappa=\sqrt{26.247\times0.40}\ \mathrm{nm^{-1}}=3.240\ \mathrm{nm^{-1}} .
\]

An electron at normal incidence is therefore attenuated with the same slope, \(2\kappa=6.480\ \mathrm{nm^{-1}}\), in X, Y and Z. Someone who measures film X but assumes the mass 0.25 obtains \(0.40/0.25=1.6\) eV, the barrier of film Y. A straight line on the logarithmic plot gives no warning, because Y would produce an equally straight line.

Measured leakage sums over electrons with all allowed wave vectors parallel to the film. With that sum carried out at \(t=3\) nm, the slopes of the logarithm of conductance are 6.815, 6.822 and 6.809 nm\(^{-1}\), a spread of 0.18 %. The barriers differ by a factor of nearly 1.6.

The absolute conductances do differ: 8.61, 9.75 and 6.99 S/cm\(^2\). In an ideal experiment this would carry some information about \(m\) and \(\varphi\) separately. But the largest ratio, 1.396, is also produced by a thickness offset of

\[
\frac{\ln1.396}{6.815\ \mathrm{nm^{-1}}}=0.049\ \mathrm{nm},
\]

so the intercept is useful only if the thickness is known much more closely than this. The electrodes matter too: halving their Fermi energy from 5 to 2.5 eV lowers the conductance of film X by 30 %.

The energy derivative behaves differently. At 3 nm, \(\partial\ln T/\partial\varepsilon\) is 5.09, 6.18 and 4.20 eV\(^{-1}\) for X, Y and Z. The films that share a slope are clearly distinguished.

## The general statement

Assume a flat barrier with a parabolic band, coherent tunnelling, conserved parallel wave vector, equal free-electron-like electrodes and \(2\kappa t\gg1\). Then, apart from small corrections from the interfaces, the thickness slope of low-bias leakage depends on \(m\) and \(\varphi\) through \(m\varphi\). The pair \((S,D)\), defined from the transmission at normal incidence, determines both.

## Proof: transmission of the film

Consider normal incidence first. Let \(m_e\) be the electrode mass and \(E_F\) its Fermi energy. The wave numbers are

\[
k=\frac{\sqrt{2m_e(E_F+\varepsilon)}}{\hbar},\qquad
\kappa(\varepsilon)=\frac{\sqrt{2m(\varphi-\varepsilon)}}{\hbar}.
\]

Current conservation with position-dependent mass requires \(\psi\) and \(\psi'/\text{mass}\) to be continuous. Define

\[
r=\frac{\kappa/m}{k/m_e}.
\]

Let the transmitted wave be \(\tau e^{ik(x-t)}\). At \(x=t\) it has \(\psi=\tau\) and \(\psi'/m_e=i\tau k/m_e\). The barrier solution with these values is

\[
\psi(x)=\tau\left[\cosh\kappa(t-x)-\frac{i}{r}\sinh\kappa(t-x)\right].
\]

On the left, \(\psi=Ae^{ikx}+Be^{-ikx}\). At \(x=0\) this gives \(\psi(0)=A+B\) and \(\psi'(0)/m_e=i(k/m_e)(A-B)\). Solving for the incident amplitude and inserting the barrier solution,

\[
A=\frac12\left[\psi(0)+\frac{\psi'(0)/m}{ik/m_e}\right]
=\tau\left[\cosh\kappa t+\frac i2\left(r-\frac1r\right)\sinh\kappa t\right].
\]

The electrodes are equal, so \(T=|\tau/A|^2\). Using \(\cosh^2=1+\sinh^2\) and \(1+\tfrac14(r-1/r)^2=\tfrac14(r+1/r)^2\),

\[
T=\frac{1}{1+\frac14(r+1/r)^2\sinh^2\kappa t}.
\]

For an opaque film \(\sinh^2\kappa t\approx e^{2\kappa t}/4\) and the 1 in the denominator is negligible. Therefore

\[
T\approx P\,e^{-2\kappa t},\qquad P=\frac{16r^2}{(1+r^2)^2}.
\]

The prefactor \(P\) does not contain \(t\). It follows at once that

\[
S=2\kappa,\qquad m\varphi=\frac{\hbar^2S^2}{8}.
\]

For film X, with \(m_e=m_0\) and \(E_F=5\) eV, \(r^2=(\varphi/m)/(E_F/m_e)=10/5=2\). This gives \(P=32/9=3.56\) and, at 3 nm, \(T=1.28\times10^{-8}\).

## Proof: the energy derivative

Differentiating \(\kappa^2=2m(\varphi-\varepsilon)/\hbar^2\) gives \(2\kappa\,\kappa'=-2m/\hbar^2\), or \(\kappa'=-m/(\hbar^2\kappa)\). Hence

\[
\frac{\partial\ln T}{\partial\varepsilon}=\frac{2mt}{\hbar^2\kappa}+\frac{\partial\ln P}{\partial\varepsilon}.
\]

At \(\varepsilon=0\) the first term equals \(\kappa t/\varphi\), because \(2m/\hbar^2=\kappa^2/\varphi\). It is positive: a more energetic electron sees a lower barrier.

For the second term, \(\ln P=\ln16+2\ln r-2\ln(1+r^2)\), so

\[
\frac{\partial\ln P}{\partial\varepsilon}=2\,\frac{1-r^2}{1+r^2}\,\frac{\partial\ln r}{\partial\varepsilon}.
\]

Since \(r\propto\sqrt{(\varphi-\varepsilon)/(E_F+\varepsilon)}\), its logarithmic derivative at \(\varepsilon=0\) is \(-\frac12(1/\varphi+1/E_F)\). Thus

\[
\frac{\partial\ln P}{\partial\varepsilon}=\frac{r^2-1}{r^2+1}\left(\frac1\varphi+\frac1{E_F}\right).
\]

For film X the two terms are \(9.721/2.0=4.860\) and \(\frac13(0.5+0.2)=0.233\) eV\(^{-1}\). If the second is ignored, a measurement at one thickness gives \(\varphi=9.721/5.094=1.91\) eV, about 5 % below the true value.

Comparing thicknesses removes this error. The prefactor term is independent of \(t\), and the mixed derivative is

\[
D=\frac{2m}{\hbar^2\kappa}=\frac{\kappa}{\varphi}.
\]

Dividing \(S=2\kappa\) by \(2D\) gives \(\varphi\). Multiplying them gives \(SD=4m/\hbar^2\), which is the stated formula for \(m\). For film X, \(S=6.480\) nm\(^{-1}\) and \(D=1.620\) eV\(^{-1}\)nm\(^{-1}\), so

\[
\varphi=\frac{6.480}{2\times1.620}\ \mathrm{eV}=2.00\ \mathrm{eV},\qquad
\frac m{m_0}=\frac{6.480\times1.620}{2\times26.247}=0.200 .
\]

If every thickness is overstated by the same factor \(\lambda\), both \(S\) and \(D\) are too small by \(\lambda\). The barrier is unaffected, while the inferred mass is too small by \(\lambda^2\).

## From one electron to the leakage current

With an isotropic barrier mass, an electron at the Fermi level with parallel wave vector \(k_\parallel\) obeys

\[
\kappa(k_\parallel)^2=\frac{2m\varphi}{\hbar^2}+k_\parallel^2 .
\]

The exponent still contains only the product \(m\varphi\). At zero temperature and vanishing bias, the conductance per area, including two spin states, is

\[
\frac GA=\frac{2q^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,T
=\frac{q^2}{\pi h}\int k_\parallel\,dk_\parallel\,T .
\]

Take \(P\) at its value for \(k_\parallel=0\), and extend the upper limit to infinity, since large \(k_\parallel\) is strongly suppressed. With \(s=\kappa(k_\parallel)\) we have \(k_\parallel dk_\parallel=s\,ds\), and integration by parts gives

\[
\int_\kappa^\infty s\,e^{-2st}ds=e^{-2\kappa t}\left(\frac{\kappa}{2t}+\frac1{4t^2}\right)
=e^{-2\kappa t}\,\frac{2\kappa t+1}{4t^2}.
\]

The logarithmic slope is consequently

\[
-\frac{\partial\ln G}{\partial t}=2\kappa+\frac2t-\frac{2\kappa}{2\kappa t+1}
=2\kappa+\frac1t\,\frac{2\kappa t+2}{2\kappa t+1}.
\]

The added term reflects the narrowing of the range of contributing \(k_\parallel\) as the film thickens. For film X it is 0.35 nm\(^{-1}\). Reading the whole leakage slope as \(2\kappa\) would give \(m\varphi=0.442\,m_0\) eV; solving the corrected relation gives 0.398, within 0.5 % of 0.400. The remaining difference has the sign expected from the frozen prefactor. For \(r>1\), \(P\) falls as \(k_\parallel\) grows, so its average rises slightly with thickness and reduces the slope.

The formulas for \(\varphi\) and \(m\) need the same care. If the summed conductance at 3 nm is put in place of \(T\) in both \(S\) and \(D\), film X appears to have a barrier of 2.12 eV and a mass of 0.209 \(m_0\).

If the barrier mass parallel to the film is twice the normal mass, \(k_\parallel^2\) enters the exponent with a factor of one half. The same substitution then doubles the conductance without changing the slope. The full sum gives a conductance ratio of 1.99 and a slope change of \(-0.02\) %.

## Obtaining the energy derivative electrically

A bias \(V\) opens an energy window and tilts the barrier. Consider normal incidence, keep only the exponent, and measure energy \(E\) from the middle of the window. At position \(x\) the energy relative to the barrier has shifted by \(\delta=E+qV(x/t-\frac12)\). To second order,

\[
\sqrt{1-\frac\delta\varphi}\approx1-\frac{\delta}{2\varphi}-\frac{\delta^2}{8\varphi^2}.
\]

Across the film the mean of \(\delta\) is \(E\) and that of \(\delta^2\) is \(E^2+(qV)^2/12\). With \(c=\kappa t/\varphi\),

\[
\ln\frac{T(E,V)}{T(0,0)}\approx cE+\frac{c}{4\varphi}\left[E^2+\frac{(qV)^2}{12}\right].
\]

Now expand the exponential and average over \(-qV/2<E<qV/2\). The linear term vanishes and \(\langle E^2\rangle=(qV)^2/12\), leaving

\[
\frac{J/V}{(J/V)_{V\to0}}\approx1+\frac{(qV)^2}{24}\left(c^2+\frac c\varphi\right)
=1+\frac{(qV)^2}{24\varphi^2}\,\kappa t(\kappa t+1).
\]

Thus the ohmic limit supplies \(\kappa\), while the first departure from it contains \(\varphi\) separately. For film X at 0.1 V the formula gives a rise of 1.086 %; integrating the same exponent model numerically gives 1.090 %. At 1 V the integrated ratio is 2.71, against 2.09 from the formula, so the expansion no longer suffices; the field is then 3.3 MV/cm, close to breakdown for a hafnium oxide film. Applying this to data also requires the parallel sum and the prefactor. With the prefactor included, the rise at 0.1 V is 1.16 % at normal incidence and 1.07 % after the parallel sum, which the formula would read as barriers of 1.93 and 2.02 eV. Unequal electrodes would add a term linear in \(V\).

Temperature offers another route. If \(G(\varepsilon)\propto e^{c_G\varepsilon}\) near the Fermi level, thermal averaging uses \(-\partial f/\partial\varepsilon\), where \(f\) is the Fermi function. Taking \(f\) as integration variable, \(e^{\varepsilon/k_BT_a}=(1-f)/f\), with \(T_a\) the absolute temperature. For \(a=c_Gk_BT_a<1\),

\[
\frac{G(T_a)}{G(0)}=\int_0^1\left(\frac{1-f}{f}\right)^a df
=\Gamma(1-a)\Gamma(1+a)=\frac{\pi a}{\sin\pi a}.
\]

For film X, \(c_G=4.88\) eV\(^{-1}\), and the predicted rise between 0 and 300 K is 2.7 %; the full average gives 2.8 %. This is a delicate signal. Since \(\partial(-2\kappa t)/\partial\varphi=-c\), a barrier reduction of only \(0.028/4.86\) eV, about 6 meV, produces the same change.

## What leaves the separation intact

A uniform interlayer of fixed thickness multiplies \(T\) by a factor independent of \(t\), as long as the main film is opaque. It therefore drops out of \(S\) and \(D\). Adding a 0.5 nm layer with a 3.5 eV barrier and mass 0.40 \(m_0\) reduces \(T\) to 0.0024 of its former value, yet the recovered pair remains 2.00 eV and 0.200 \(m_0\).

Gaussian thickness variations of standard deviation \(\sigma\) multiply the area-averaged transmission by \(\langle e^{-2\kappa\,\delta t}\rangle=e^{2\kappa^2\sigma^2}\). For \(\sigma=0.15\) nm this is 1.60. It too leaves \(S\) and \(D\) unchanged if \(\sigma\) is the same for all thicknesses. Both statements refer to normal incidence. In the summed leakage of film X at 3 nm, this interlayer or this roughness shifts the slope by less than 0.5 %.

The image force is less innocent, but mild. Near each electrode it lowers the barrier by \(a_0/(4x)\), with \(a_0=q^2/(4\pi\epsilon)\) and \(\epsilon\) the optical permittivity of the film. The lowering integrated over the film therefore grows as \(\frac12a_0\ln t\), and its thickness derivative is \(\Delta=a_0/(2t)\). To first order,

\[
S\approx2\kappa\left(1-\frac{\Delta}{2\varphi}\right),\qquad
D\approx\frac\kappa\varphi\left(1+\frac{\Delta}{2\varphi}\right).
\]

To this order the inferred barrier is \(\varphi-\Delta\) and the mass is unchanged. The shift grows in thinner films and at lower permittivity: at 1.5 nm and relative permittivity 2 the first-order barrier is 1.76 eV, while the inferred values depend on where the diverging image potential is cut off: 1.71 eV and 0.206 \(m_0\) with the cutoff at the electrode band bottom, 1.75 eV and 0.202 \(m_0\) with the cutoff at the Fermi level. At 3 nm with relative permittivity 4, and the diverging image potential cut off at the electrode band bottom, the transmission rises 8.2-fold. This factor depends on the cutoff: it is 4.9 if the barrier is cut off at the Fermi level. The recovered values are 1.94 eV and 0.200 \(m_0\) in both cases.

## Where the separation fails

The formula for \(\varphi\) extrapolates a parabolic band from the Fermi level to the barrier top. Deep in an insulator's gap, the valence band also affects the decay. A two-band description with gap \(E_g\) replaces the parabolic law by

\[
\kappa^2=\frac{2m}{\hbar^2}\,u\left(1-\frac u{E_g}\right),\qquad u=\varphi-\varepsilon .
\]

Differentiation gives \(D=-2\kappa'=(2m/\hbar^2)(1-2\varphi/E_g)/\kappa\) at the Fermi level. The parabolic analysis then returns

\[
\varphi_{\rm app}=\frac\kappa D=\varphi\,\frac{1-\varphi/E_g}{1-2\varphi/E_g},\qquad
m_{\rm app}=m\left(1-\frac{2\varphi}{E_g}\right).
\]

For \(\varphi=2.0\) eV, \(m=0.20\,m_0\) and \(E_g=5.7\) eV, these are 4.35 eV and 0.060 \(m_0\): the barrier is more than doubled. The formulas hold for \(\varphi<E_g/2\); as that limit is approached, \(D\) tends to zero and \(\varphi_{\rm app}\) diverges.

If the gap is known and the two-band law applies, the error can be undone. Clearing denominators gives \(\varphi^2-(E_g+2\varphi_{\rm app})\varphi+E_g\varphi_{\rm app}=0\). The root below midgap is

\[
\varphi=\frac{E_g+2\varphi_{\rm app}-\sqrt{E_g^2+4\varphi_{\rm app}^2}}2,
\]

which restores 2.00 eV. Without knowledge of the gap, \(\kappa^2\) should be followed over a range of energies: marked curvature speaks against the parabolic law, but a nearly straight line does not establish it up to the barrier top. In the two-band example above, a straight line fitted to \(\kappa^2\) within 0.25 eV of the Fermi level reproduces \(\kappa\) to 0.3 %, yet it extrapolates to a barrier of 4.34 eV.

Defects can spoil even the product. As a model of the exponents alone, let a fraction \(g\) of the area contain mid-film traps whose paths, averaged over energy, transmit as \(e^{-\kappa t}\), while direct tunnelling transmits as \(e^{-2\kappa t}\). The omitted prefactors can change the value of \(g\) below by more than an order of magnitude, and any dependence they have on thickness also changes the slope. At 3 nm the two currents are equal for \(g=e^{-\kappa t}=6\times10^{-5}\). Within this model the slope is then the mean of \(\kappa\) and \(2\kappa\), or \(1.5\kappa\), and the apparent product falls from 0.40 to \((0.75)^2\times0.40=0.225\,m_0\) eV.

## Comparison with a hafnium oxide film

Film X has rough typical values for hafnium oxide between metallic nitride electrodes; the gap of 5.7 eV is also rough, and the electrode Fermi energy is a round choice. At 0.1 V the ohmic conductance gives 0.86 A/cm\(^2\). The field is then 0.33 MV/cm, about 8 % of a rough breakdown field of 4 MV/cm. Emission over the barrier at 300 K is negligible: the free-electron Richardson constant gives about \(10^{-25}\) S/cm\(^2\), and the smaller film mass and reflection at the interfaces reduce this further. A transistor gate stack on silicon has unequal electrodes and usually an oxide interlayer, so its absolute leakage should not be read from this example. The separation itself depends strongly on the parabolic band: if the two-band model applies instead, the inferred barrier moves from 2.0 to 4.35 eV. Trap paths must also be excluded before the slope is assigned to direct tunnelling. The numerical output lists the values for all three films.

## Computed results

```
film: barrier 2.00 eV, mass 0.20 m0, thickness 3.0 nm
electrode Fermi energy 5.0 eV, mass 1.0 m0
2*m0/hbar^2 = 26.2468 1/(eV nm^2)
kappa = 3.2402 1/nm, 2*kappa*t = 19.441
pair 2.0 eV, 0.20 m0: T = 1.282e-08, P = 3.556
  S = 6.4804 1/nm, D = 1.6201 1/(eV nm)
  recovered barrier 2.0000 eV, mass 0.2000 m0
  d lnT/d eps at 3 nm = 5.094 1/eV, prefactor part 0.233 1/eV
  G/A = 8.610 S/cm^2 (closed form 8.974), slope 6.8150 1/nm
pair 1.6 eV, 0.25 m0: T = 1.420e-08, P = 3.940
  S = 6.4804 1/nm, D = 2.0251 1/(eV nm)
  recovered barrier 1.6000 eV, mass 0.2500 m0
  d lnT/d eps at 3 nm = 6.177 1/eV, prefactor part 0.101 1/eV
  G/A = 9.754 S/cm^2 (closed form 9.943), slope 6.8219 1/nm
pair 2.5 eV, 0.16 m0: T = 1.059e-08, P = 2.938
  S = 6.4804 1/nm, D = 1.2961 1/(eV nm)
  recovered barrier 2.5000 eV, mass 0.1600 m0
  d lnT/d eps at 3 nm = 4.197 1/eV, prefactor part 0.309 1/eV
  G/A = 6.985 S/cm^2 (closed form 7.416), slope 6.8094 1/nm
spread of conductance slopes 0.18 %
largest/smallest G/A = 1.396, same as a thickness error of 0.0490 nm
kappa from leakage slope 3.2326 1/nm; mass*barrier = 0.3981 m0 eV
  without the k_par correction: 0.4424 m0 eV
single-thickness barrier kappa*t/(d lnT/d eps) = 1.908 eV
c = kappa*t/barrier = 4.860 1/eV
chord conductance rise at 0.1 V: 1.090 % (law 1.086 %)
chord conductance ratio at 1.0 V: 2.706
leakage at 0.1 V, ohmic: 0.861 A/cm^2
field at 0.1 V 0.333 MV/cm, rough breakdown 4.0 MV/cm, ratio 0.083
d lnG/d eps = 4.879 1/eV; G(300 K)/G(0) = 1.0279 (law 1.0267)
emission over the barrier at 300 K: 1.1e-25 S/cm^2
parallel mass doubled: G ratio 1.992, slope change -0.02 %
interlayer 0.5 nm, 3.5 eV, 0.40 m0: T ratio 0.0024
  recovered barrier 2.0000 eV, mass 0.2000 m0
roughness 0.15 nm: T ratio 1.604, recovered barrier 2.0000 eV
image force (permittivity 4): T ratio 8.24
  recovered barrier 1.940 eV, mass 0.2000 m0 (estimate 1.940 eV)
two-band film, gap 5.7 eV: S = 5.2211 1/nm, D = 0.5997 1/(eV nm)
  parabolic analysis gives 4.353 eV, 0.0596 m0
  barrier after two-band correction 2.0000 eV
trap-path share equal to direct current: 6.00e-05
  slope then 4.860 1/nm, apparent mass*barrier 0.2250 m0 eV
```
